\section*{Why exceptional-point splitting need not improve a ring-laser sensor}

\section{The argument under review}

The manuscript considers a ring-laser gyroscope whose two counter-propagating modes are coupled by dissipative backscattering. It biases the laser near an exceptional point (EP), where two eigenvalues and their eigenvectors merge. Its argument has three steps: the beat frequency varies as the square root of the distance from the EP; its derivative with respect to the signal therefore diverges; hence the smallest measurable signal falls without limit.

The first two steps hold for the noise-free eigenvalues. The third assumes that the beat-frequency noise stays fixed while the bias changes. This comment calculates that noise in the same model and asks what remains of the gain.

\section{Model and responsivity}

Let $a_1,a_2$ be the mode amplitudes in a frame rotating at their mean frequency. Let $\delta>0$ be their frequency difference, bias plus signal, and $\epsilon>0$ the backscatter rate, both angular rates. With $\dot a=-iHa$,
\begin{equation}
H=\frac12\begin{pmatrix}\delta&i\epsilon\\ i\epsilon&-\delta\end{pmatrix},
\qquad
\begin{aligned}
\dot a_1&=-\tfrac{i\delta}{2}a_1+\tfrac{\epsilon}{2}a_2,\\
\dot a_2&=+\tfrac{i\delta}{2}a_2+\tfrac{\epsilon}{2}a_1 .
\end{aligned}
\label{eq:H}
\end{equation}
Saturated gain is added to hold the amplitudes equal and steady. Since $H$ is traceless, its eigenvalues satisfy $\lambda^2=-\det H=(\delta^2-\epsilon^2)/4$. For $\delta>\epsilon$ they are $\pm\Omega/2$, with
\begin{equation}
\Omega=\sqrt{\delta^2-\epsilon^2},\qquad
R\equiv\frac{d\Omega}{d\delta}=\frac{\delta}{\Omega}.
\end{equation}
At $\delta=\epsilon+x$ with $0<x\ll\epsilon$, $\Omega=\sqrt{2\epsilon x+x^2}\simeq\sqrt{2\epsilon x}$. This is the manuscript's square-root law.

The eigenvectors also matter. The first row of $(H-\lambda)v=0$ gives $v_\pm=(i\epsilon,\,\pm\Omega-\delta)^T$. Using $\epsilon^2+\Omega^2=\delta^2$,
\begin{align}
v_\pm^\dagger v_\pm&=\epsilon^2+(\delta\mp\Omega)^2=2\delta(\delta\mp\Omega),\\
v_+^\dagger v_-&=\epsilon^2+\delta^2-\Omega^2=2\epsilon^2 .
\end{align}
The product of the two norms is $2\delta\sqrt{\delta^2-\Omega^2}=2\delta\epsilon$, so the normalized overlap is
\begin{equation}
s=\epsilon/\delta .
\end{equation}
Because $H$ is symmetric, its left eigenvectors are $v_\pm^T$. The Petermann factor, which measures how strongly nonorthogonality magnifies noise projected onto an eigenmode, is
\begin{equation}
K=\left(\frac{v_\pm^\dagger v_\pm}{|v_\pm^T v_\pm|}\right)^2 .
\end{equation}
Here $v_\pm^Tv_\pm=-\epsilon^2+(\delta\mp\Omega)^2=2\Omega(\Omega\mp\delta)$, with modulus $2\Omega(\delta\mp\Omega)$. Therefore
\begin{equation}
K=\frac{\delta^2}{\Omega^2}=\frac1{1-s^2}=R^2 .
\end{equation}
The squared responsivity and the Petermann factor diverge together. This suggests a cancellation but does not yet give the noise of a saturated laser's beat note.

\section{From two amplitudes to one noisy phase}

Set $z=a_2/a_1$. Equation~\eqref{eq:H} gives
\begin{equation}
\dot z=\frac{\dot a_2}{a_1}-z\frac{\dot a_1}{a_1}
=i\delta z+\frac{\epsilon}{2}(1-z^2).
\end{equation}
Equal saturated gains cancel from this ratio. Moreover,
\begin{equation}
\frac{d|z|^2}{dt}=2\,\mathrm{Re}(z^*\dot z)=\epsilon(1-|z|^2)\,\mathrm{Re}\,z,
\end{equation}
which vanishes at $|z|=1$: the coupling preserves equal amplitudes. Put $z=e^{i\phi}$ and divide $\dot z$ by $iz$:
\begin{equation}
\dot\phi=\delta+\frac{\epsilon}{2i}(e^{-i\phi}-e^{i\phi})
=\delta-\epsilon\sin\phi\equiv f(\phi).
\end{equation}
Spontaneous emission and thermal phonons kick this phase. For white noise,
\begin{equation}
d\phi=f(\phi)\,dt+\sqrt{2D}\,dW,\qquad \langle dW^2\rangle=dt,
\label{eq:sde}
\end{equation}
so without backscattering the phase variance grows as $2Dt$. The optical powers, and hence $D$, are held fixed as the bias changes.

\section{How nonorthogonality enlarges the beat noise}

The phase $\phi$ moves unevenly, slowing near $\phi=\pi/2$. The eigenmodes supply a phase that moves evenly. Projection with $v_\pm^T$ gives eigenmode coefficients $c_\pm$, and apart from a constant factor
\begin{equation}
q=\frac{c_-}{c_+}=\frac{i\epsilon-(\delta+\Omega)z}{i\epsilon-(\delta-\Omega)z}.
\end{equation}
Without noise, $c_\pm\propto e^{\mp i\Omega t/2}$ apart from the common gain, so $q\propto e^{i\Omega t}$. Its modulus is constant as $z$ travels round the unit circle, and $\psi=\arg q$ advances at rate $\Omega$. Hence
\begin{equation}
\frac{d\psi}{d\phi}=\frac{\dot\psi}{\dot\phi}=\frac{\Omega}{f(\phi)} .
\end{equation}
The numerator of $q$ has its zero at radius $\epsilon/(\delta+\Omega)<1$ and the denominator at $\epsilon/(\delta-\Omega)>1$. Thus $\psi$ gains $2\pi$ each time $\phi$ does, and the period is $2\pi/\Omega$.

A small kick $d\phi$ becomes a beat-phase kick $(\Omega/f)\,d\phi$. At the slow point the magnification is $\Omega/(\delta-\epsilon)=\sqrt{(\delta+\epsilon)/(\delta-\epsilon)}$, which diverges towards the EP. The change of variable also adds the It\^o drift $D\psi''(\phi)$. For weak noise its cycle average is proportional to $\int\psi''\psi'\,d\phi=0$, so it leaves the leading result unchanged.

Let $D_{\rm eff}$ be the long-time diffusion constant of the beat phase and $F=D_{\rm eff}/D$. Averaging the squared magnification over time, with $dt=d\phi/f$, gives
\begin{equation}
F=\frac{\Omega}{2\pi}\int_0^{2\pi}\frac{d\phi}{f}\,\frac{\Omega^2}{f^2}
=\frac{\Omega^3}{2\pi}I_3,\qquad I_m=\int_0^{2\pi}\frac{d\phi}{f^m}.
\end{equation}
The period gives $I_1=2\pi/\Omega$. Since $\partial f/\partial\delta=1$, differentiation yields
\begin{align}
I_2&=-\frac{dI_1}{d\delta}=\frac{2\pi\delta}{\Omega^3},\\
I_3&=-\frac12\frac{dI_2}{d\delta}
=-\pi\left(\frac1{\Omega^3}-\frac{3\delta^2}{\Omega^5}\right)
=\frac{\pi(2\delta^2+\epsilon^2)}{\Omega^5}.
\end{align}
Thus, for weak noise and $\delta>\epsilon$,
\begin{equation}
F=\frac{\delta^2+\epsilon^2/2}{\delta^2-\epsilon^2}
=\frac{1+s^2/2}{1-s^2}=\frac{3K-1}{2}.
\label{eq:F}
\end{equation}
The last form uses $s^2=1-1/K$. With the amplitudes held steady, the diffusion gain exceeds $K$. The time average of the magnification $\Omega/f$ is $\Omega^2I_2/2\pi=\delta/\Omega=R$, so $K=R^2$ is the square of the average, whereas $F$ is the average of the square. The excess over $K$ requires saturation much faster than $\epsilon$. If saturation is much slower, Eq.~\eqref{eq:H} at $|z|=1$ gives $d\ln|a_1|^2/dt=\epsilon\cos\phi=-d\ln f/dt$, so the power follows $1/f$ and the phase noise follows $f$. The time average of $1/f$ is $\Omega I_2/2\pi=R/\Omega$. At equal mean power the local diffusion is therefore $DfR/\Omega$, and $F=(R/\Omega)\,\Omega^2\,(R/\Omega)=K$.

\section{Precision of beat counting}

Over a long time $\tau$, the mean beat rate is the net phase advance, including the fraction of the last cycle, divided by $\tau$. Its variance is $2DF/\tau$. Dividing by $R^2$ converts this to the variance of the inferred detuning:
\begin{equation}
\mathrm{var}(\hat\delta)=\frac{2D}{\tau}\frac{F}{R^2}
=\frac{2D}{\tau}\left(1+\frac{s^2}{2}\right).
\label{eq:count}
\end{equation}
The diverging factors $1/(1-s^2)$ cancel. Far from the EP the variance tends to $2D/\tau$. Closer in it rises towards $3D/\tau$ within the weak-noise formula. The third step of the manuscript's argument therefore fails for noise that drives the modes: with fast saturation the bias with the larger signal slope has slightly lower precision, and with slow saturation, where $F=K$, it has the same precision.

\section{Could a better estimator recover the gain?}

Beat counting discards the motion within each cycle, so its failure alone does not exclude a better method. Suppose that the whole phase record is available without readout noise and that $\epsilon$ and $D$ are known. Divide it into short steps $\Delta t$. By Eq.~\eqref{eq:sde}, each increment is Gaussian with mean $f(\phi_k)\Delta t$ and variance $2D\Delta t$. Apart from terms independent of $\delta$,
\begin{equation}
\ln\mathcal L=-\sum_k\frac{[\Delta\phi_k-f(\phi_k)\Delta t]^2}{4D\Delta t},
\quad
\frac{\partial\ln\mathcal L}{\partial\delta}
=\sum_k\frac{\Delta\phi_k-f(\phi_k)\Delta t}{2D}.
\end{equation}
The starting phase is taken to carry no information on $\delta$. The terms of the second sum are independent kicks of variance $2D\Delta t/(4D^2)$, so the Fisher information is
\begin{equation}
\mathcal I=\sum_k\frac{\Delta t}{2D}=\frac{\tau}{2D},
\qquad \mathrm{var}(\hat\delta)\ge\frac{2D}{\tau}
\label{eq:bound}
\end{equation}
for any unbiased estimator. Neither $\epsilon$ nor the distance to the EP appears. Setting the derivative of $\ln\mathcal L$ to zero gives
\begin{equation}
\hat\delta=\frac1\tau\left[\phi(\tau)-\phi(0)+\epsilon\int_0^\tau\sin\phi\,dt\right]
=\delta+\frac{\sqrt{2D}\,W(\tau)}{\tau},
\end{equation}
where the second form follows by integrating Eq.~\eqref{eq:sde}. This estimator attains the bound on either side of the EP. In the locked range $\delta<\epsilon$ the noise-free beat vanishes, yet the phase record still carries the same information.

The bound also constrains beat counting when the noise is strong. Let $v$ be the mean phase rate and, from here on, let $R=dv/d\delta$. The net advance $N=\phi(\tau)-\phi(0)$ has mean $v\tau$ and, for long $\tau$, variance $2DF\tau$. Differentiating $\langle N\rangle$ under the likelihood gives $R\tau=\langle N\,\partial_\delta\ln\mathcal L\rangle$. The Cauchy--Schwarz inequality then gives
\begin{equation}
(R\tau)^2\le(2DF\tau)\frac{\tau}{2D}
\quad\Longrightarrow\quad F\ge R^2 .
\end{equation}
Without backscattering $F=R^2=1$. Relative to that case, any increase in squared responsivity is matched or exceeded by the increase in diffusion.

\section{At the exceptional point itself}

Equation~\eqref{eq:F} fails when noise carries the phase through the slow region. With $\phi=\pi/2+\eta$, $f\simeq\delta-\epsilon+\epsilon\eta^2/2$. At the EP, drift and diffusion compete when $\epsilon\eta^2\sim D/\eta$, hence $\eta\sim(D/\epsilon)^{1/3}$. The corresponding detuning scale is
\begin{equation}
\epsilon\eta^2\sim(D^2\epsilon)^{1/3}.
\end{equation}
Within this distance the noise rounds off the square root.

The finite-noise values follow from the Fokker--Planck operator $\mathcal Lu=-(fu)'+Du''$ on the circle. Its stationary density $p$ satisfies $\mathcal Lp=0$, $\int p\,d\phi=1$, and gives $v=\int fp\,d\phi$. For the diffusion, take a density $e^{ik\phi}u(\phi)$ evolving as $e^{\Lambda t}$, with $\Lambda=-ikv-k^2D_{\rm eff}+\dots$ and $u=p+ikw+\dots$, $\int w\,d\phi=0$. Replacing each derivative by $\partial_\phi+ik$ and collecting the first power of $k$ gives
\begin{equation}
\mathcal Lw=(f-v)p-2Dp' .
\end{equation}
Integrating the second-order terms over the circle removes total derivatives and leaves
\begin{equation}
D_{\rm eff}=D-\int_0^{2\pi}fw\,d\phi .
\end{equation}
These equations were solved numerically for $D/\epsilon=0.005$, $0.05$ and $1$, at nine values of $\delta/\epsilon$ from $0.94$ to $3$. The smallest $F/R^2$ was $1.048$, in accord with the inequality.

The reduction to one phase was tested separately by simulating both complex amplitudes with saturated gain, in 6000 runs at $s=0.8$, $D/\epsilon=0.002$ and $\epsilon\tau=100$. End effects were removed from the count by using $\psi$. In units of $2D/\tau$, the full-record variance was $1.002$ and the beat-count variance $1.295$. The predictions are $1$ and $1.32$, and the sampling error is about 2\%.

\section{A Brillouin gyroscope in numbers}

Consider a silica-on-silicon Brillouin ring laser of diameter $d=36$~mm, index $n_g=1.45$ and wavelength $\lambda=1550$~nm. Each direction emits $P=100~\mu$W. The total and external quality factors are $10^8$ and $2\times10^8$.

Its phase noise follows from the coupled optical and acoustic waves. Let $\gamma$ and $\Gamma$ be their energy-loss rates and $G$ the pump-induced coupling. The phase quadratures $(x_a,x_b)$ obey
\begin{equation}
\dot x_a=-\tfrac{\gamma}{2}x_a+Gx_b+\xi_a,\qquad
\dot x_b=-\tfrac{\Gamma}{2}x_b+Gx_a+\xi_b .
\end{equation}
Steady lasing requires a zero eigenvalue, so $G^2=\gamma\Gamma/4$. The left and right null vectors are $(1,\gamma/2G)$ and $(1,2G/\Gamma)^T$, with product $1+\gamma/\Gamma$. A lasting optical displacement is therefore the time integral of $[\xi_a+(\gamma/2G)\xi_b]/(1+\gamma/\Gamma)$.

A bath of occupation $N$ maintains quadrature variance $(N+\frac12)/2$ against damping. The noise strengths are thus $\gamma/4$ for the optical wave, with $N\simeq0$, and $\Gamma(n_{\rm th}+\frac12)/2$ for the acoustic wave. Since $(\gamma/2G)^2=\gamma/\Gamma$, they add to $\gamma(n_{\rm th}+1)/2$. Dividing by the photon number $n$ converts quadrature to phase variance. Two independent modes give a relative variance rate $2D$, hence
\begin{equation}
D=\frac{\gamma(n_{\rm th}+1)}{2n(1+\gamma/\Gamma)^2}.
\end{equation}
The same projection divides optical detunings and backscatter rates by $1+\gamma/\Gamma$; $\delta$ and $\epsilon$ denote the reduced values.

At 300~K a 10.8~GHz phonon has $n_{\rm th}=578.3$. With $\gamma/2\pi=1.934$~MHz, $\Gamma/2\pi=30$~MHz and $n=1.284\times10^8$,
\begin{equation}
D=\frac{2\pi(1.934\times10^6)(579.3)}{2(1.284\times10^8)(1.0645)^2}\,\mathrm{s^{-1}}
\simeq24.2~\mathrm{rad^2/s}.
\end{equation}
For $\tau=1$~s the bound on the error of $\delta/2\pi$ is $\sqrt{2D/\tau}/2\pi\simeq1.1$~Hz.

To convert this to rotation, let the rim move at $u=\Omega_{\rm r}d/2$. To first order in $u$, light in the moving glass travels at $c/n_g\pm u(1-1/n_g^2)$, dispersion neglected. Relative to the rim its speeds are $c/n_g\mp u/n_g^2$, so the transit times differ by the fraction $2u/(n_gc)$. Multiplying by $2\pi c/\lambda$ and including the acoustic reduction gives
\begin{equation}
\delta_{\rm r}=\frac{2\pi d}{n_g\lambda(1+\gamma/\Gamma)}\Omega_{\rm r}.
\end{equation}
For $\delta_{\rm r}/2\pi$ the scale is about $15$~kHz per rad/s, and the bound becomes about $7.4\times10^{-5}$~rad/s, or $15^\circ$/h.

Take $\epsilon/2\pi=1000$~Hz. The table gives Fokker--Planck values for long-record beat counting. The last column, also in $^\circ$/h, keeps the beat noise fixed at $2D/\tau$, as the manuscript does. The later digits serve only to compare rows; the parameters do not fix the absolute errors so finely. The uneven motion of $\phi$ at the two ends of a 1~s record raises the counting error by a few tenths of a per cent, to $17.5^\circ$/h at $s=0.8$.
\begin{center}
\begin{tabular}{ccccccc}
$s$ & beat (Hz) & $R$ & $F$ & $F/R^2$ & error ($^\circ$/h) & fixed noise\\
0.1 & 9950 & 1.005 & 1.015 & 1.005 & 15.2 & 15.1\\
0.5 & 1732 & 1.155 & 1.500 & 1.125 & 16.1 & 13.1\\
0.8 & 750 & 1.666 & 3.664 & 1.320 & 17.4 & 9.1\\
0.9 & 485 & 2.285 & 7.331 & 1.404 & 18.0 & 6.6\\
1.0 & 125 & 4.695 & 34.14 & 1.549 & 18.9 & 3.2
\end{tabular}
\end{center}
Between $s=0.1$ and $0.8$ the fixed-noise estimate promises a 40\% smaller error, whereas the calculated error grows by 15\%. At the EP the responsivity is finite. The ratio $1.549$ there exceeds the weak-noise limit $1.5$, which is therefore not an upper bound. The detuning scale of the noise rounding is about 25~Hz, and the point $s=0.9$ lies 111~Hz from the EP.

\section{When the larger slope helps}

Suppose that the counter adds an independent frequency error of fixed rms value $\sigma_c$, in rad/s, after the laser. For weak laser noise,
\begin{equation}
\mathrm{var}(\hat\delta)=\frac{2D}{\tau}\left(1+\frac{s^2}{2}\right)+\sigma_c^2(1-s^2).
\end{equation}
The derivative with respect to $s^2$ is $D/\tau-\sigma_c^2$. Outside the noise-rounded region, moving towards the EP therefore helps if $\sigma_c^2>D/\tau$, here an error above $0.78$~Hz rms. A 10~Hz counter error gives a detuning error of $10.0$~Hz at $s=0.1$ and $6.1$~Hz at $s=0.8$. The EP then offsets poor readout; it does not lower the laser's own limit.

\section{Relation to real devices}

The parameters are rough typical values for high-quality silica ring lasers, with $\epsilon$ chosen as a round number. The model takes the backscatter as purely dissipative and the laser as tuned to the Brillouin gain peak, and it leaves out pump noise; a real ring may depart from all three. Tuning requires the phonon frequency to match a whole number of mode spacings $c/(\pi n_gd)$. With the rounded values above, six spacings give 10.97~GHz, too far from 10.8~GHz for a 30~MHz gain width. A diameter of 36.56~mm would restore the match and change the rotation scale by less than 2\%. Two further assumptions that need checking are equal powers and a known, constant $\epsilon$.

Cross-phase modulation is twice self-phase modulation, so a power imbalance $\Delta P$ shifts $\delta$ by $\omega n_2\Delta P/[n_gA(1+\gamma/\Gamma)]$, where $\omega=2\pi c/\lambda$. For rough values $n_2=2.5\times10^{-20}$~m$^2$/W, mode area $A=30~\mu$m$^2$ and 30~mW circulating power, a 1\% imbalance moves $\delta/2\pi$ by 31~Hz. That is 28 times the random-error bound.

Inverting $\delta=\sqrt{\Omega^2+\epsilon^2}$ with a drifted $\epsilon$ gives an error $s\,\Delta\epsilon$. A 1\% drift costs 1~Hz at $s=0.1$ and 8~Hz at $s=0.8$, so this systematic error also favours staying away from the EP.

Three other neglected effects are small here. Unless the laser runs close to threshold, amplitude lag has the scale $\epsilon/\gamma=5\times10^{-4}$. With both output ports of the beam combiner detected without loss, perfect fringe contrast and optimal weighting of the ports, shot noise over 1~ms is $8\times10^{-7}$~rad ($1.1\times10^{-6}$~rad from the difference current alone), against a free phase diffusion of $\sqrt{2D\times1~\mathrm{ms}}=0.22$~rad. Optical vacuum supplies 0.09\% of the phase noise, so treating the noise as classical is reasonable.

\section{Assessment}

The square-root splitting is correct, but the claimed precision is not established. The manuscript should report the beat noise at each bias and separate noise that drives the modes from noise added by the counter. A claim of improvement could stand if the second dominates and $\epsilon$ is sufficiently stable. The present analysis concerns a saturated two-mode laser with white phase noise; passive resonators and other noise spectra need their own calculation. The numerical output follows this comment.

\section*{Computed results}
\begin{verbatim}
wavelength = 1550 nm; diameter = 36 mm
index = 1.45; power per direction = 100 uW
total Q = 1.0e+08; external Q = 2.0e+08
temperature = 300 K; phonon = 10.8 GHz
acoustic width Gamma/2pi = 30 MHz
optical loss gamma/2pi = 1.934 MHz
photons per mode = 1.284e+08; thermal phonons = 578.3
pulling factor 1+gamma/Gamma = 1.0645
phase diffusion D = 24.19 rad^2/s
eps/2pi = 1000 Hz; D/eps = 0.00385; tau = 1 s
Sagnac scale/2pi = 15047.7 Hz per rad/s
bound on delta/2pi error = 1.107 Hz
bound on rotation error = 15.17 deg/h
noise-rounded EP window = 24.6 Hz
Operating points, Fokker-Planck values:
s=0.1: delta/2pi=10000.0 Hz, beat=9949.9 Hz
  R=1.005, R^2=1.010, F=1.015, F/R^2=1.005
  rotation error=15.21 deg/h; naive=15.10 deg/h
  weak noise: K=1.010, F=1.015, F/R^2=1.005
s=0.5: delta/2pi=2000.0 Hz, beat=1732.1 Hz
  R=1.155, R^2=1.333, F=1.500, F/R^2=1.125
  rotation error=16.10 deg/h; naive=13.14 deg/h
  weak noise: K=1.333, F=1.500, F/R^2=1.125
s=0.8: delta/2pi=1250.0 Hz, beat=750.1 Hz
  R=1.666, R^2=2.776, F=3.664, F/R^2=1.320
  rotation error=17.43 deg/h; naive=9.11 deg/h
  weak noise: K=2.778, F=3.667, F/R^2=1.320
s=0.9: delta/2pi=1111.1 Hz, beat=484.7 Hz
  R=2.285, R^2=5.223, F=7.331, F/R^2=1.404
  rotation error=17.98 deg/h; naive=6.64 deg/h
  weak noise: K=5.263, F=7.395, F/R^2=1.405
s=1.0: delta/2pi=1000.0 Hz, beat=124.7 Hz
  R=4.695, R^2=22.041, F=34.143, F/R^2=1.549
  rotation error=18.89 deg/h; naive=3.23 deg/h
Simulation: s=0.8, D/eps=0.002, eps*tau=100
  full-record variance/bound = 1.002
  beat-count variance/bound = 1.295
  diffusion gain F = 3.599; Fokker-Planck 3.666
smallest F/R^2 in bound scan = 1.0481
readout threshold = 0.783 Hz rms
10 Hz counter error, s=0.1: delta/2pi error=10.01 Hz
10 Hz counter error, s=0.8: delta/2pi error=6.14 Hz
Kerr: n2=2.5e-20 m^2/W, area=30 um^2, P_circ=30.1 mW
  1% imbalance shifts delta/2pi by 31.4 Hz
1% eps drift, delta/2pi error: s=0.1 1.0 Hz, s=0.8 8.0 Hz
amplitude-lag scale eps/gamma = 5.17e-04
shot-noise phase error in 1 ms = 8.00e-07 rad
optical-vacuum share of phase noise = 0.086 %
\end{verbatim}
